# Choosing Relaxation Constraints for the Registry Map of a Monolayer Oxide

## Two sites and one internal coordinate

Let an oxide film have two competing lateral positions on a crystal, labelled 0 and 1. Its internal structure is described by one coordinate $b$, the height of the oxygen above the cation. For small $b$ the energy at site $i$ is

$$E_i(b)=V_i-f_i b+\tfrac12 K b^2 ,$$

where $V_i$ is the energy of the flat film, $f_i$ the force that buckles it, and $K>0$ a stiffness taken equal at both sites. Setting $dE_i/db=-f_i+Kb$ to zero gives $b_i=f_i/K$. Substitution gives

$$E_i^{\rm rel}=V_i-\frac{f_i^2}{K}+\frac{f_i^2}{2K}=V_i-\tfrac12Kb_i^2 .$$

The relaxed gap is therefore

$$E_0^{\rm rel}-E_1^{\rm rel}=(V_0-V_1)+\tfrac12K(b_1^2-b_0^2).$$

If the flat film prefers site 0, the first bracket is negative. The order reverses when site 1 buckles enough for the second term to exceed $|V_0-V_1|$. Neither site has moved; only the ranking has changed.

The setting at issue is the list of coordinates held fixed during a structural relaxation. In a registry scan it decides which energy surface is mapped. Three choices are compared here: fixed height, height relaxed with the film flat, and everything relaxed except the lateral registry. Releasing the registry too gives an independent check.

## What is held and what is released

The film has one cation A and one oxygen O per cell, and the substrate is rigid. Both share the lattice vectors $\mathbf a_1,\mathbf a_2$, of length $a$ and 60° apart. With $\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3$, define

$$\mathbf u=\mathbf r_O-\mathbf r_A-\boldsymbol\tau,\qquad \mathbf d=(1-w)\mathbf r_A+w(\mathbf r_O-\boldsymbol\tau),$$

where $\mathbf r$ denotes lateral positions. The vector $\mathbf u$ is the shift between the film's sublattices and $\mathbf d$ is the registry. Solving for the atoms gives

$$\mathbf r_A=\mathbf d-w\mathbf u,\qquad \mathbf r_O=\mathbf d+\boldsymbol\tau+(1-w)\mathbf u .$$

The choice $w=0$ pins the cation; $w=m_O/(m_A+m_O)$ pins the centre of mass. The other coordinates are $q=(h,b,\mathbf u)$, with $h$ the cation height above the top substrate layer. The relaxed map is

$$E_{\rm rel}(\mathbf d)=\min_q E(\mathbf d,q).$$

I assume that the minimiser $q^*(\mathbf d)$ varies smoothly and that the Hessian block $E_{qq}$ is positive definite there. If two internal structures compete at one registry, each needs its own map.

**Slopes.** Differentiating $E(\mathbf d,q^*(\mathbf d))$ gives

$$\nabla E_{\rm rel}=E_d+(\partial q^*/\partial\mathbf d)^TE_q=E_d ,$$

because $E_q=0$ after relaxation. At a stationary point of the map $E_d$ vanishes as well, so all film forces vanish. Conversely, an unconstrained stationary structure on this branch is a stationary point of the map. Minimum and saddle energies therefore do not depend on $w$, although the map between them generally does.

**Curvatures.** Differentiating $E_q(\mathbf d,q^*)=0$ gives $E_{qd}+E_{qq}\,\partial q^*/\partial\mathbf d=0$, hence $\partial q^*/\partial\mathbf d=-E_{qq}^{-1}E_{qd}$. Differentiating $E_d(\mathbf d,q^*)$ then gives

$$K_{\rm rel}=E_{dd}+E_{dq}\frac{\partial q^*}{\partial\mathbf d}=E_{dd}-E_{dq}E_{qq}^{-1}E_{qd}.$$

The subtracted matrix has no negative eigenvalue, so relaxation cannot stiffen the map relative to $E_{dd}$ at the same geometry. To see that minima remain minima when the registry is released, complete the square for small displacements $\delta\mathbf d,\delta q$ from a stationary point:

$$2\,\delta E=\delta\mathbf d^TK_{\rm rel}\,\delta\mathbf d+\eta^TE_{qq}\,\eta,\qquad \eta=\delta q+E_{qq}^{-1}E_{qd}\,\delta\mathbf d .$$

The second term is positive for $\eta\neq0$. The full energy thus has a nondegenerate minimum where $K_{\rm rel}$ is positive definite, and a saddle where $K_{\rm rel}$ has a negative eigenvalue.

## Which registries need calculation

Let $g$ be a rotation or reflection that maps both layers onto themselves, up to lattice translations. Applying it to the whole structure gives $E(g\mathbf d,gq)=E(\mathbf d,q)$, where $g$ rotates $\mathbf u$ and leaves $h$ and $b$ unchanged. Minimising over $q$ is the same as minimising over $gq$, so $E_{\rm rel}(g\mathbf d)=E_{\rm rel}(\mathbf d)$.

For the honeycomb film and trigonal-prismatic substrate used below, the common group is $C_{3v}$: the identity, two rotations and three mirrors. A half-turn is not included. On an $N\times N$ grid $\mathbf d=(i\mathbf a_1+j\mathbf a_2)/N$, the number of distinct registries is the average number of points left fixed by a group element:

- The identity fixes $N^2$ points.
- A rotation sends $(i,j)$ to $(-i-j,i)$. A fixed point needs $j=i$ and $3i=0$ modulo $N$, which has three solutions when 3 divides $N$.
- The mirror $(i,j)\to(j,i)$ fixes $N$ points, and so does each of the others.

Therefore

$$n=\frac{N^2+2\cdot3+3N}{6}.$$

For $N=12$ this is $(144+6+36)/6=31$ relaxations instead of 144.

The threefold points are S0, S1 and S2, at $\mathbf d=0,\boldsymbol\tau,2\boldsymbol\tau$. The gradient there must equal itself after a 120° rotation, so it is zero. These points are stationary on all three maps, provided that relaxation keeps the symmetry. Symmetry fixes neither their energy order nor whether they are minima. A grid with $N$ divisible by 3 contains all three.

## Interpolation that keeps the symmetry

The unfolded grid has discrete Fourier coefficients

$$c_{\mathbf m}=\frac1{N^2}\sum_{i,j}E_{ij}\,e^{-2\pi i_0(m_1i+m_2j)/N},\qquad i_0^2=-1 .$$

With reciprocal vectors $\mathbf b_1,\mathbf b_2$, the interpolant is a sum of waves $e^{i_0\mathbf G\cdot\mathbf d}$ with $\mathbf G=m_1\mathbf b_1+m_2\mathbf b_2$. Adding a multiple of $N$ to $m_1$ or $m_2$ changes no grid value but does change the curve between grid points. A choice of alias is therefore needed.

Take the shortest $\mathbf G$ in each alias class and share the coefficient equally among ties. Symmetry operations preserve lengths, so they map shortest aliases onto shortest aliases, and the symmetric data give these equal coefficients. The interpolant then has the full symmetry. A rectangular box of indices is not mapped onto itself by a 120° rotation. For the example below at $N=6$, the box gave differences up to 0.64 meV between rotated registries, while the shortest-alias rule gave zero to rounding.

## A model with competing sites

The example is a planar monoxide loosely patterned on zinc oxide on molybdenum disulfide. Its parameters are rough round values, not a first-principles calculation. The common lattice constant is 0.316 nm. The substrate has anions X at lateral position 0 in its top and bottom layers, and a metal M at $\boldsymbol\tau$, 0.157 nm below the top. At S0 the cation is above X and the oxygen above M. At S1 the cation is above M and the oxygen above the hollow. At S2 the cation is above the hollow and the oxygen above X.

Each film atom $s$ interacts with the top anions through Morse terms

$$D_s(x^2-2x),\qquad x=e^{-\alpha(r-r_s)},$$

with $D_A=0.08$ eV, $D_O=0.03$ eV, $r_A=0.29$ nm, $r_O=0.35$ nm and $\alpha=14\ \mathrm{nm^{-1}}$. The film's distortion energy is $\tfrac12k_u|\mathbf u|^2+\tfrac12k_bb^2$, with $k_u=1000$ and $k_b=200\ \mathrm{eV/nm^2}$. The charges are $\pm Q$ on A and O, $-0.5e$ on each X and $+1.0e$ on M.

The Coulomb energy needs the potential of a periodic sheet of unit charges, one per area $A$. Away from the sheet, Laplace's equation makes each component with $G\neq0$ decay as $\phi_Ge^{-G|z|}$. Its slope jumps by $-2G\phi_G$ across the sheet, and Gauss's law in Gaussian form requires a jump of $-4\pi/A$. Hence $\phi_G=2\pi/(AG)$, and the varying part of the lattice sum is

$$\left[\sum_{\mathbf R}\frac1{|\mathbf r+\mathbf R|}\right]_{G\ne0}=\frac{2\pi}{A}\sum_{\mathbf G\ne0}\frac{e^{-G|z|}}{G}\cos(\mathbf G\cdot\boldsymbol\rho),$$

where $\boldsymbol\rho$ is the lateral part of $\mathbf r$. The $G=0$ part is a constant minus $2\pi|z|/A$. For film charges $q_i$ at $z_i$ above substrate charges $Q_j$ at $Z_j$, the linear part is proportional to

$$-\sum_{ij}q_iQ_j(z_i-Z_j)=-\Big(\sum_iq_iz_i\Big)\Big(\sum_jQ_j\Big)+\Big(\sum_iq_i\Big)\Big(\sum_jQ_jZ_j\Big)=0,$$

since both layers are neutral; the constant cancels for the same reason. As a test, the Coulomb part of $E({\rm S0})-E({\rm S1})$ for a flat film at 0.27 nm was also summed directly over a large disc of cells. Both routes gave $-44.872$ meV.

The exponential also shows why few waves are needed. The shortest reciprocal vector has length $4\pi/(\sqrt3a)=23.0\ \mathrm{nm^{-1}}$ and the next is $\sqrt3$ times longer. At $z=0.2645$ nm, the ratio of their amplitudes in the potential of one charge sheet is $e^{-0.732\times23.0\times0.2645}/\sqrt3\approx0.007$. For a flat film with $\mathbf u=0$ the second set cancels altogether: there $\mathbf G\cdot\boldsymbol\tau$ is a multiple of $2\pi$, and A and O carry opposite charges. These estimates cover the Coulomb term at fixed height; the error of the relaxed map has to be measured.

## Does relaxation change the minima?

The two sites are degenerate at $Q=0.951e$ for the flat film with relaxed height, and at $Q=0.997e$ for the fully relaxed film. The example uses $Q=0.97e$, placed between these values on purpose. It is a stress case, not a predicted charge for zinc oxide. Energies in meV per cell are:

| Site | fixed height | height relaxed | fully relaxed |
|---|---:|---:|---:|
| S0 | −418.32 | −418.32 | −419.46 |
| S1 | −414.84 | −417.33 | −420.98 |
| S2 | −242.74 | −302.24 | −309.69 |

The fixed height, 0.2645 nm, is the flat film's optimum at S0. The first column therefore favours S0 by construction: S1 prefers 0.2572 nm and pays 2.49 meV for being held too high. The gap $E({\rm S0})-E({\rm S1})$ is $-3.48$ meV at fixed height and $-0.99$ meV after height relaxation. Full relaxation lowers S0 by 1.14 meV and S1 by 3.65 meV, so

$$-0.99-1.14+3.65=+1.52\ \text{meV}.$$

The set of minima is unchanged: both the height-relaxed and the fully relaxed map have minima at S0 and S1. The lowest minimum changes from S0 to S1.

The opening formula accounts for this. Symmetry makes $\mathbf u=0$ at these sites, so only $h$ and $b$ relax. Near the flat optimum, eliminating $h$ leaves a quadratic energy in $b$ with stiffness $K=E_{bb}-E_{bh}^2/E_{hh}$. The relaxed bucklings are 0.00315 nm at S0 and 0.00575 nm at S1. Inverting $\Delta E=\tfrac12Kb^2$ gives

$$K_{\rm S0}=\frac{2(0.00114)}{(0.00315)^2}\approx230,\qquad K_{\rm S1}=\frac{2(0.00365)}{(0.00575)^2}\approx221\ \mathrm{eV/nm^2}.$$

These nearly equal values lie close to the film's own 200 eV/nm². The larger relaxation energy at S1 thus comes from a larger buckling force, not from a softer film.

**Independent relaxation.** All six film coordinates were released from 24 random registries and from one displaced start near each map minimum. Fourteen runs ended at S1 and twelve at S0, agreeing with the map within $10^{-7}$ nm and $10^{-7}$ meV. No further minimum was found, which is evidence from a finite sample rather than a proof. Because both minima lie on grid points, this agreement does not test the interpolation.

A free run started 0.005 nm from the flat film's winner, S0, ended at S0, 1.52 meV above the lowest minimum. One relaxation from the flat map's best site would thus have confirmed the wrong ranking. A local optimiser finds a minimum; it does not compare minima.

## How far the map can be trusted

At twelve random off-grid registries, the largest differences between interpolation and direct constrained relaxation were:

| $N$ | distinct registries | error (meV) |
|---:|---:|---:|
| 3 | 4 | 3.6 |
| 6 | 10 | 0.10 |
| 12 | 31 | 0.00014 |

The coarsest grid gives the site energies without interpolation error, because the sites are on it. Its error elsewhere exceeds the 1.5 meV gap. The $N=6$ map is adequate here for the barrier of 17 meV, where its error is about 0.02 meV. Elsewhere its error can reach at least 0.2 meV, so twelve points do not bound the largest error.

The maximum on the line from S0 to S1 lies at $0.509\boldsymbol\tau$, 17.1 meV above S1. This is a mirror line, so the slope across it vanishes and the maximum along it is a stationary point of the map. Pinning the cation instead of the centre of mass gave the same energy, $-403.846$ meV, as the slope argument requires. This is a mild test: the two registries differ by $w\mathbf u$ with $w=0.197$, and the two positions agree to four decimals, so $\mathbf u$ is very small there.

At S1, with the centre of mass as registry, the curvature is 15.93 eV/nm² with $q$ frozen and 15.76 eV/nm² on the relaxed map, a softening of 1%. The Hessian formula and the interpolated map agree on the second value.

**The soft-film limit.** Relaxation can also remove a minimum. At a threefold site, $h$ and $b$ cannot couple linearly to $\mathbf d$, since the coupling would be a lateral vector unchanged by a 120° rotation. Only $\mathbf u$ contributes. Symmetry reduces its blocks to numbers, so that

$$K_{\rm rel}=k_d-\frac{c^2}{k_{uu}},$$

where $k_d$ is the frozen curvature, $c$ the coupling between $\mathbf d$ and $\mathbf u$, and $k_{uu}$ the total stiffness against $\mathbf u$. The minimum becomes unstable when $c^2>k_dk_{uu}$. At S1, $c^2/k_{uu}=0.17$ eV/nm², about 1/95 of $k_d$. With the geometry and $c$ unchanged, $k_{uu}$ would have to fall about 95-fold, from 1010 to 10.6 eV/nm². The substrate supplies about 10.4 eV/nm² of this, so the film's own stiffness $k_u$ would have to drop from 1000 to about 0.2 eV/nm². S0 becomes unstable somewhat earlier, at about 1.1 eV/nm². The example is far from either limit: to reach it, the film would have to be almost unstable against $\mathbf u$ by itself.

## Choosing the setting

**Constraints.** For the relaxed map, hold the lateral position of one film atom, or a weighted mean, and release the rest of the film. If the substrate also relaxes, hold a lateral reference in it too; otherwise the layers can slide to another registry. Fixing the lateral positions of both film atoms forces $\mathbf u=0$. That costs nothing at symmetry-preserving threefold sites and almost nothing at the present barrier, where $\mathbf u$ is very small, but it can raise energies elsewhere.

**Height.** A fixed-height scan favours the site that supplied the height: every site that prefers another height comes out too high relative to it. Here S2 lies 176 meV above S0 at fixed height, 116 meV after height relaxation and 110 meV after full relaxation.

**Force threshold.** Near a minimum, a residual force $F$ along a mode of stiffness $k$ leaves an energy error $F^2/(2k)$. For a shift of the whole film, $F$ is the sum of the lateral forces on its atoms. With $F=0.1$ eV/nm and the lateral stiffness 15.8 eV/nm² of S1, the error is 0.3 meV, a fifth of the present gap. If each of the two atoms keeps 0.1 eV/nm in the same direction, $F$ doubles and the error becomes 1.3 meV at S1 and 1.6 meV at S0, which is softer. That is about the whole gap. Errors from different modes add, so tighten the threshold until their sum is well below the gap to be resolved.

**Final comparison.** Relax every competing minimum separately, from a slightly displaced start so that symmetry does not hold the structure on a saddle. Compare those energies directly, not through the interpolant.

## Scale of the neglected effects

The 1.5 meV preference is fragile even within the model. Raising the A–X contact depth by 5% at fixed charge changes the gap to 4.9 meV, an increase of 3.4 meV. By linear extrapolation, an equal reduction of the depth would make S0 the lowest site. Zone-centre zero-point energy favours S0 by 0.17 meV. Vertical response of the top anion, with a rough spring of 1500 eV/nm², lowers either site by less than 0.002 meV. This is small because the film's total vertical force vanishes after relaxation, so the reaction forces on the substrate sum to zero, and the deeper layers feel little.

The opposite film orientation, with O displaced by $-\boldsymbol\tau$ from A, has a threefold site 6.2 meV below S1. The lowest minimum of this map is therefore not the best epitaxial arrangement in the model. Orientations unrelated by symmetry need separate maps.

At 300 K, $k_BT=25.9$ meV. If a patch of $n$ cells moves rigidly and vibrational differences are ignored, a 100:1 preference for S1 over S0 requires

$$n=\frac{k_BT\ln100}{1.525\ \text{meV}}\approx78 .$$

This number reflects the static gap only. In the classical limit, a 6% frequency difference in a single mode per cell contributes about $0.06\,k_BT\approx1.5$ meV to the free energy, as much as the gap itself. In this model the six zone-centre modes, taken as classical and harmonic with the substrate rigid, favour S0 by about 3.4 meV at 300 K: the lateral modes give 6.1 meV for S0, where sliding is softer, and the vertical modes give 2.7 meV for S1. This is not a free energy per cell. A rigid patch has its sliding modes once, not once per cell, and at other wavevectors the film's own in-plane stiffness is far larger than the substrate's contribution. The model fixes the film stiffness only at the zone centre. If $k_u$ and $k_b$ are shared equally among the three nearest-neighbour bonds of a cell, averaging over the Brillouin zone shrinks the lateral term to about 0.2 meV, and the total favours S1 by about 1.1 meV per cell. The zone-centre estimate can thus have the wrong sign, and deciding which site wins at 300 K requires a full vibrational calculation.

**Comparison with a real interface.** The lattice constant is close to that of molybdenum disulfide, and the free film is given the rough model value 0.328 nm, a misfit of $-3.7\%$. The model's binding, about 0.42 eV per 0.0865 nm² cell, or 4.9 eV/nm², is well above the roughly 2 eV/nm² typical of van der Waals layers, and its spacing near 0.26 nm is short beside a typical 0.3 nm. At 0.3 nm the leading Coulomb corrugation would be multiplied by $e^{-23.0\times0.0355}\approx0.44$. Coherence is a further assumption. With a rough biaxial modulus $M=120$ N/m, stress $M\varepsilon$ in two directions costs $M\varepsilon^2A=87$ meV per cell. Locking into S1 gains 44 meV relative to the average over all registries. Between these two states, uniform locking loses once the misfit exceeds 2.6%. The map is then only an approximation for local patches of a moiré pattern, since it was computed at the locked lattice constant.

Compression also softens buckling. A buckling $b$ lengthens each A–O bond, of lateral length $r=0.182$ nm, by about $b^2/(2r)$, which changes the strain from $\varepsilon$ to $\varepsilon+b^2/(2r^2)$. If bond stretching carries the whole modulus, the strain energy $M\varepsilon^2A$ then changes $k_b$ by $2M\varepsilon A/r^2\approx-140\ \mathrm{eV/nm^2}$. This is comparable with the assumed 200 eV/nm², so the buckling stiffness of a real locked film must be calculated at its compressed lattice constant. In the model a smaller $k_b$ favours S1 further, because S1 buckles more.

Electronic rearrangement, long-range dispersion and defects are outside the model and are not sized here. The numerical output below lists the inputs and main results.

## Calculated quantities

```
lattice constant 0.316 nm, cell area 0.08648 nm^2, X-M spacing 0.157 nm
Morse depths A-X, O-X: 0.08, 0.03 eV
Morse distances 0.29, 0.35 nm; decay constant 14.0 1/nm
film stiffness: shift 1000, buckling 200 eV/nm^2
substrate anion charge -0.5 e; masses A, O: 65.38, 15.999 u; w = 0.1966
film charge at S0/S1 degeneracy: flat 0.9514 e, relaxed 0.9971 e
film charge used in the example: 0.97 e
Coulomb S0-S1 at 0.27 nm: series -44.8724, direct -44.8724 meV
grid 12 x 12 = 144 registries, distinct 31
unfolded minus unreduced map, largest: 1.5e-08 meV
interpolation error, N = 3, 4 distinct points: 3.62e+00 meV
interpolation error, N = 6, 10 distinct points: 9.80e-02 meV
interpolation error, N = 12, 31 distinct points: 1.38e-04 meV
largest map-gradient error: 1.3e-05 eV/nm
threefold asymmetry at N = 6: shortest alias 2.2e-13, box 6.42e-01 meV
fixed height used: 0.2645 nm
S0 energy: fixed height -418.32, height relaxed -418.32, fully relaxed -419.46 meV
S1 energy: fixed height -414.84, height relaxed -417.33, fully relaxed -420.98 meV
S2 energy: fixed height -242.74, height relaxed -302.24, fully relaxed -309.69 meV
S0 flat height 0.2645, relaxed cation height 0.2629, buckling +0.00315 nm
S1 flat height 0.2572, relaxed cation height 0.2531, buckling +0.00575 nm
S2 flat height 0.2941, relaxed cation height 0.2857, buckling +0.00859 nm
gap E(S0)-E(S1): flat -0.986, relaxed +1.525 meV
flat map minimum: S0 (offset 0.00000 nm), -418.315 meV
flat map minimum: S1 (offset 0.00000 nm), -417.330 meV
relaxed map minimum: S1 (offset 0.00000 nm), -420.982 meV
relaxed map minimum: S0 (offset 0.00000 nm), -419.457 meV
free relaxations: 26, hits per relaxed-map minimum [14, 12]
free relaxation versus map: 2.0e-08 nm, 5.9e-08 meV at most
free relaxation from flat-map winner ends at S0 (offset 0.00000 nm)
its energy above the lowest minimum: 1.525 meV
curvature at lowest minimum: q frozen 15.929, Schur 15.762, map 15.762 eV/nm^2
S0-S1 line maximum: mass-centre map -403.8464, cation held -403.8464 meV
its position in units of tau: mass centre 0.5094, cation 0.5094
barrier above lowest minimum: 17.136 meV
rough free film lattice 0.328 nm, biaxial modulus 120 N/m, misfit -3.66 %
strain cost 86.69 meV, registry gain 43.84 meV per cell
misfit at which cost equals gain: 2.60 %
zone-centre zero-point energy: S0 77.628, S1 77.797, difference -0.169 meV
top-anion spring 1500 eV/nm^2, response energy S0 1.10e-03, S1 1.70e-03 meV
opposite orientation, lowest C3v site minus lowest minimum: -6.180 meV
relaxed gap with A-X depth raised 5 %: +4.934 meV
thermal energy at 300 K: 25.85 meV
rigid patch size for 100:1 site preference at 300 K: 78 cells
```
